Kramers-Henneberger frame, ponderomotive energy and the dichotomous averaged potential

**Theorem.** An electron bound by a potential V(r) is driven by the field E(t) = e E0 cos ωt, where e is a fixed unit vector. Define the quiver amplitude and the ponderomotive energy by

α0 = E0/ω²,  Up = E0²/(4ω²) = ω²α0²/4.

(a) After passage to the velocity gauge (Lemma 1), a time-dependent translation by α(t) = e α0 cos ωt, together with a phase that grows on average as Up t, turns the Schrödinger equation into

i ∂φ/∂t = [p²/2 + V(r + α(t))] φ.

(b) If V is smooth with bounded derivatives, and α0 and the elapsed time are held fixed while ω grows, the motion approaches that in the cycle average

V0(r) = (1/π) ∫ from 0 to π of V(r + e α0 cos θ) dθ.

(c) For a one-dimensional Gaussian well of width s, the centre of V0 changes from a minimum to a maximum at α0 ≈ 1.78 s. For α0 ≫ s there are wells near x = ±α0, with depth proportional to α0^(−1/2). The depth at the centre falls as 1/α0.

(d) For V = −Z/r,

V0 = −(2Z/π) K(m)/√(r₊r₋),  m = (1 − cos χ)/2,

where r± = r ± α0e, χ is the angle between these two vectors, and K is the complete elliptic integral defined in Lemma 5. This potential is singular on the whole segment joining −α0e to α0e, most strongly at its ends. To leading order at large α0 its ground-state density consists of two lobes near the ends.

**Assumptions and units.** Atomic units are used, with electron charge −1. The electron is nonrelativistic, the nucleus is fixed, and the field is uniform over the system (dipole approximation) and of constant amplitude. In SI units α0 = eE0/(mω²) and Up = e²E0²/(4mω²), where e and m here denote the elementary charge and electron mass.

## The moving frame

**Lemma 1 (velocity gauge).** Let A satisfy dA/dt = −E with zero cycle mean, so A = −e(E0/ω) sin ωt. If ψL obeys the length-gauge equation with H = p²/2 + V + E·r, then ψV = exp(−iA·r) ψL obeys

i ∂ψV/∂t = [(p + A)²/2 + V] ψV.

*Proof.* Differentiating the exponential gives

i ∂ψV/∂t = (dA/dt)·r ψV + exp(−iA·r) H ψL.

Since exp(−iA·r) p exp(iA·r) = p + A, the last term is [(p + A)²/2 + V + E·r]ψV. The first term is −E·r ψV and cancels the field term. ∎

**Lemma 2 (translation).** Let dα/dt = A with zero cycle mean, which gives α = e α0 cos ωt. Let S(t) be the integral of A²/2 from 0 to t, and write

ψV = exp(−iS) T φ,  T = exp(−iα·p).

Then φ obeys the equation in part (a).

*Proof.* Because A is uniform in space, A·p = p·A and

(p + A)²/2 = p²/2 + A·p + A²/2.

The components of p commute, so T can be differentiated like an ordinary exponential:

i ∂ψV/∂t = (A²/2 + A·p) ψV + exp(−iS) T i ∂φ/∂t.

Equating this to [p²/2 + A·p + A²/2 + V]ψV cancels both terms containing A. What remains is

T i ∂φ/∂t = (p²/2 + V) T φ.

Multiply by T†. The kinetic energy commutes with T. The operator T shifts a function, (Tφ)(r) = φ(r − α), so T†V(r)T = V(r + α). ∎

Combining the two lemmas gives the wavefunction in the original length gauge:

ψL(r,t) = exp(iA·r) exp(−iS) φ(r − α, t).

**The two field parameters.** A free classical electron obeys d²r/dt² = −E. Its solution without drift is r = α(t), so α0 is the amplitude of free quiver motion and A is the quiver velocity. In the new frame this motion has been removed from the electron, and the centre of force oscillates instead.

The mean quiver energy is ⟨A²⟩/2 = (E0²/ω²)(1/2)(1/2) = Up. Since A²/2 = (E0²/2ω²) sin² ωt = Up(1 − cos 2ωt), the phase is

S(t) = Up t − (Up/2ω) sin 2ωt.

It is common to all states and changes no energy difference within the transformed Hamiltonian. This relies on the field being uniform: if the amplitude varied in space, A²/2 would depend on r and could not be removed as a phase.

The numerical check propagates a Gaussian well independently in both frames. With Up = 6.25 Eh and t = 8.168, the secular part of S is 6.25 × 8.168 = 51.05 rad, and the oscillating part raises it to 52.89 rad. The two wavefunctions then agree to 8×10⁻⁶ in the norm of their difference, for states of unit norm. Without the phase the difference is 1.93.

## When the average governs the motion

**Lemma 3 (averaging).** Let V and its first and second derivatives be bounded. Let φ evolve under H(t) = p²/2 + V(r + α(t)) and χ under H0 = p²/2 + V0, from the same initial state of finite energy. Then

‖φ(t) − χ(t)‖ ≤ C(1 + t)/ω,

where C does not depend on ω or t.

*Proof.* Put W(t) = V(r + α(t)) − V0(r), which has zero cycle mean, and let Q(t) be its time integral from 0. Q returns to zero after every period, so its size is at most that of W times one period, 2π/ω. The same argument applies to the derivatives of Q. All are therefore of order 1/ω.

Let U(t,s) be the propagator of H. The difference of the two evolutions is

φ(t) − χ(t) = −i ∫ from 0 to t of U(t,s) W(s) χ(s) ds.

Write W = dQ/ds and integrate by parts, using ∂U(t,s)/∂s = iU(t,s)H(s), ∂χ/∂s = −iH0χ and Q(0) = 0:

φ(t) − χ(t) = −iQ(t)χ(t) − ∫ from 0 to t of U(t,s) [H(s)Q − QH0] χ(s) ds.

Since H = H0 + W, the bracket equals [H0,Q] + WQ, and

[H0,Q]χ = −(1/2)(∇²Q)χ − ∇Q·∇χ.

The norm of ∇χ stays bounded because ⟨H0⟩ is conserved and V0 is bounded. Each term is thus of order 1/ω, and U preserves norms. ∎

The limit is taken at fixed α0, so the field must grow as E0 = α0ω². Raising ω at fixed E0 would instead reduce α0 and return V0 to V.

In the frequency language, V(r + α) is a sum of harmonics, and V0 is its zeroth term. The others exchange photons with the field: they cause ionization and small rapid motion. They can be neglected when ω is large compared with the relevant energies in V0 and their couplings are weak.

For a Gaussian well of depth 1 Eh and width 1 a0, with α0 = 5 a0, the system was started in the ground state of V0 and driven by the full oscillating potential for 50.3 atomic units of time. The probability of finding it in that state at the end was 0.33 at ω = 0.5 Eh/ħ, 0.983 at ω = 2 and above 0.9999 at ω = 8. This time is a whole number of periods at each frequency, so Q vanishes there and the term −iQχ of Lemma 3 does not contribute; within a cycle that term lowers the probability temporarily by an amount of order 1/ω². The averaged ground energy is −0.18 Eh, so a photon energy of 0.5 Eh, although larger than the binding, does not suffice here.

The bound in Lemma 3 does not cover the Coulomb potential, whose derivatives are unbounded. For hydrogen, averaging is used below as a high-frequency approximation without that error bound.

## Splitting of a smooth well

With ξ = α0 cos θ the average becomes

V0(r) = ∫ from −α0 to α0 of V(r + eξ) w(ξ) dξ,  w(ξ) = 1/[π√(α0² − ξ²)].

The weight is largest at the turning points, where the quiver velocity vanishes. This is the origin of the end wells. It does not produce them at every amplitude, because a well wider than the motion blurs the two ends together.

**Lemma 4 (Gaussian well).** Let V = −D exp(−x²/2s²) and u = α0²/(4s²). Then, with I0 and I1 the modified Bessel functions of argument u,

V0''(0) = (D/s²) e^(−u) [I0 − 2u(I0 − I1)],

and this changes sign once, from positive to negative.

*Proof.* The second derivative is V'' = (D/s²)(1 − x²/s²) exp(−x²/2s²). At x = α0 cos θ,

x²/(2s²) = 2u cos²θ = u(1 + cos 2θ).

The cycle means of exp(−u cos 2θ) and cos 2θ exp(−u cos 2θ) are I0 and −I1. Inserting them gives the formula.

Let f(u) be the bracket. From I0' = I1 and I1' = I0 − I1/u,

f' = I1 − 2I0 + 2u(I0 − I1).

At a zero of f, 2u(I0 − I1) = I0, so f' = I1 − I0 < 0. Every zero is a downward crossing, and there can be at most one. Since f(0) = 1, f is positive before it. The zero is found numerically at α0/s = 1.7776, that is u = 0.790. ∎

Above the threshold the centre is a local maximum. V0 is even, negative and tends to zero far away, so it must have a minimum on each side.

**Depths at large quiver amplitude.** Near the right end put x = α0 + sy and ξ = −α0 + sq. Then x + ξ = s(y + q), and for sq ≪ α0

w(ξ) = 1/[π√(sq(2α0 − sq))] ≈ 1/[π√(2α0sq)].

With dξ = s dq this gives

V0 ≈ −(D/π) √(s/2α0) G(y),  G(y) = ∫ from 0 to ∞ of q^(−1/2) exp[−(y + q)²/2] dq.

The maximum is G = 2.560 at y = −0.765, so each minimum lies slightly inside its turning point. At the centre w ≈ 1/(πα0), and the area of the Gaussian gives V0(0) ≈ −√(2π)Ds/(πα0). The ratio of depths is therefore

end/centre ≈ [2.560/(2√π)] √(α0/s) = 0.722 √(α0/s).

At α0 = 100s this predicts 7.22, and direct averaging gives 7.23. At α0 = 5s the values are 1.61 and 1.65. Both wells become shallower as α0 grows; it is their contrast with the centre that increases.

## The Coulomb potential

**Lemma 5 (closed form).** The formula in part (d) holds with

K(m) = ∫ from 0 to π/2 of dβ/√(1 − m sin²β).

*Proof.* Let z be the coordinate along e and ρ the distance from that axis. We need

J = (1/π) ∫ from 0 to π of dθ/√(ρ² + (z + α0 cos θ)²),  V0 = −ZJ.

Set t = tan(θ/2), so cos θ = (1 − t²)/(1 + t²) and dθ = 2dt/(1 + t²). Then

z + α0 cos θ = [(z + α0) + t²(z − α0)]/(1 + t²).

Because r±² = ρ² + (z ± α0)² and r₊·r₋ = ρ² + z² − α0² = r₊r₋ cos χ, the expression under the root becomes

[r₊² + 2r₊r₋ cos χ t² + r₋²t⁴]/(1 + t²)².

The factors 1 + t² cancel. Rescaling t = √(r₊/r₋) v gives

J = [2/(π√(r₊r₋))] ∫ from 0 to ∞ of dv/√(1 + 2v² cos χ + v⁴).

Finally put v = tan(β/2). Then dv = (1 + v²)dβ/2 and sin²β = 4v²/(1 + v²)², so

1 + 2v² cos χ + v⁴ = (1 + v²)² − 2(1 − cos χ)v² = (1 + v²)²(1 − m sin²β).

The integral is half of the elliptic integrand integrated from 0 to π. By symmetry about π/2 this equals K(m). ∎

**Near the segment.** Between the ends the two vectors become antiparallel as ρ → 0. Writing χ = π − δ,

δ ≈ ρ/(α0 + z) + ρ/(α0 − z) = 2α0ρ/(α0² − z²),

and ε = √(1 − m) = sin(δ/2) ≈ α0ρ/(α0² − z²).

To find K for small ε, replace β by π/2 − β. The integrand becomes 1/√(sin²β + ε²cos²β). Split the range at b with ε ≪ b ≪ 1. The inner part is ln(2b/ε), the outer part is ln(2/b), and their sum is ln(4/ε). Thus

V0 ≈ −[2Z/(π√(α0² − z²))] ln[4(α0² − z²)/(α0ρ)].

For Z = 1, α0 = 20 a0, z = 10 a0 and ρ = 0.05 a0, this is −0.03676 × ln 1200 = −0.2606 Eh, in agreement with the direct average.

**Near an end.** Close to α0e, r₊ ≈ 2α0 and points along e, so χ is the angle between r₋ and e, and

V0 ≈ −(2Z/π) K(m)/√(2α0r₋).

The singularity is r₋^(−1/2), weaker than the original Coulomb 1/r but stronger than the logarithm between the ends. The averaged potential is therefore not a pair of Coulomb wells. K grows with m, so at equal r₋ the attraction is stronger on the inner side, towards the segment.

## Two lobes in hydrogen

Take Z = 1 and scale the end region by r₋ = α0^(1/3)R, p = α0^(−1/3)P. Kinetic energy scales as α0^(−2/3), and so does the potential, since α0^(−1/2)α0^(−1/6) = α0^(−2/3). The end Hamiltonian is

H_end = α0^(−2/3) [P²/2 − (√2/π) K(m)/√R].

Its computed ground energy is −0.560 α0^(−2/3) Eh, with α0 in a0. The size of a lobe grows as α0^(1/3), while the ends are 2α0 apart, so the relative size falls as α0^(−2/3).

The middle of the segment competes with the ends. There the potential is −λ ln(4α0/ρ) with λ = 2/(πα0). Balancing transverse kinetic energy 1/ρ² against λ gives ρ of order √α0 and an energy of order −(ln α0)/α0. The end energy exceeds this in magnitude by a factor of order α0^(1/3)/ln α0. This tends to infinity, but slowly. At large α0 an electron with the end energy must therefore tunnel through the middle. The lowest even and odd states are then the sum and difference of two end states, with equal lobes and a small energy gap. This establishes the leading-order statement in part (d). ∎

The full averaged hydrogen problem was solved variationally. The third column is the density on the axis at z = 0 divided by its largest value on the segment.

α0 (a0) | energy (Eh) | centre/peak | even-odd gap (mEh)
5 | −0.202 | 1.00 | 57
20 | −0.080 | 0.59 | 3.0
50 | −0.042 | 0.003 | 0.02

At 5 a0 the density has a single maximum at the centre, although the potential already has its stronger singularities at the ends. At 20 a0 there are two maxima, at |z| ≈ 0.72α0, with considerable density between them. The axial density is more sensitive to the basis than the energy is: at 20 a0 a change of basis that lowers the energy by only 0.04 mEh moves centre/peak from 0.57 to 0.59 and the maxima by about 0.01α0. The values quoted belong to the basis of lower energy. At 50 a0 the lobes are well separated and their maxima lie near 0.89α0.

The energy alone would not reveal this change. Multiplied by α0^(2/3), it is −0.591 at 5 a0, where the density has one maximum, and −0.589 at 20 a0, where it has two. In between it dips to about −0.604 near 10 a0, and at 400 a0 it has risen to −0.561. The whole variation from 5 to 400 a0 is about 7%. Extrapolation from 200 and 400 a0, assuming a correction proportional to α0^(−2/3), the relative size of a lobe, gives −0.559, against −0.560 from the separate end problem.

## A laser example and its limits

Take ω = 0.2 Eh/ħ and α0 = 20 a0. Then

E0 = ω²α0 = 0.04 × 20 = 0.8 a.u.,

Up = E0²/(4ω²) = 0.64/0.16 = 4.0 Eh = 109 eV.

The photon energy is 5.44 eV and the intensity is 2.2×10¹⁶ W/cm². Up is fifty times the binding energy of 0.080 Eh in V0, yet this does not invalidate the average, because Up has left the Hamiltonian as a common phase. The relevant comparison is ω with 0.080 Eh. Their ratio is 2.5, which is not a large number. The Gaussian example shows that such a ratio does not guarantee survival, and the ionization rate of hydrogen under these conditions was not computed.

The dipole approximation also has a cost. The peak quiver speed is E0/ω = 4 a.u., or 0.029 of the speed of light c. In a plane wave the magnetic force along the beam equals the power delivered by the electric field divided by c. A free electron initially at rest, with A = 0, thus acquires a forward velocity A²/(2c) to lowest order, whose mean is Up/c. Over one period, 2π/ω = 31.4 atomic units of time, it drifts 0.92 a0. The mean forward velocity is Up/c = 4.0/137 = 0.029 a.u., and its kinetic energy, 0.029²/2 = 4×10⁻⁴ Eh, is small beside the binding of 0.080 Eh; it grows as Up² and so matters more in stronger fields. The effect of the magnetic force on the bound state was not computed and is absent from the hydrogen energies above.

A real pulse must also bring the atom from its field-free ground state into the ground state of V0. The constant-amplitude theorem does not describe that passage, or the ionization that may occur during it.

Numbers as computed

```
Laser: omega = 0.20 Eh/hbar; alpha0 = 20.0 a0
Photon energy = 5.442 eV
Peak field = 0.800 a.u.; intensity = 2.246e+16 W/cm^2
Up = 4.000 Eh = 108.85 eV
Peak quiver speed / light speed = 0.0292
Free-electron magnetic drift per cycle = 0.917 a0
1D Gaussian well: depth 1 Eh, width s = 1 a0
Frame test: omega = 1.0 Eh/hbar, alpha0 = 5.0 a0
Frame test: E0 = 5.0 a.u., Up = 6.250 Eh
Frame test: time = 8.1681 a.u., phase = 52.8877 rad
Wavefunction distance with phase = 7.53e-06 (no unit)
Distance with phase omitted = 1.933 (no unit)
Bare well ground energy = -0.5942 Eh
Averaged well ground energy = -0.1796 Eh
Survival test duration = 50.27 a.u.
omega = 0.5 Eh/hbar: survival = 0.325648
omega = 2.0 Eh/hbar: survival = 0.982619
omega = 8.0 Eh/hbar: survival = 0.999996
Gaussian splitting threshold alpha0/s = 1.7776
End profile maximum G = 2.5596 at y = -0.7650
Gaussian alpha0 = 5 a0: minimum at x = 4.172 a0
  end depth = 0.26899 Eh; limit formula = 0.25765 Eh
  centre depth = 0.16312 Eh; limit = 0.15958 Eh
  end/centre depth ratio = 1.649
Gaussian alpha0 = 100 a0: minimum at x = 99.233 a0
  end depth = 0.05772 Eh; limit formula = 0.05761 Eh
  centre depth = 0.00798 Eh; limit = 0.00798 Eh
  end/centre depth ratio = 7.234
Coulomb closed form: largest relative error = 3.2e-15
Near end: alpha0 = 1000 a0, rho = 0.6 a0, z = 999.2 a0
  direct V0 = -0.036701 Eh; end form = -0.036700 Eh
Near segment: alpha0 = 20 a0, rho = 0.05 a0, z = 10 a0
  direct V0 = -0.260597 Eh; log form = -0.260598 Eh
One-centre hydrogen check = -0.500000000 Eh
Hydrogen in V0: E; E*alpha0^(2/3) in a.u.; axial centre/peak; |z|peak/alpha0
  alpha0 = 5 a0: -0.20192 Eh; -0.5904; 1.00e+00; 0.000
  alpha0 = 20 a0: -0.07986 Eh; -0.5884; 5.74e-01; 0.725
  alpha0 = 50 a0: -0.04188 Eh; -0.5684; 3.15e-03; 0.895
  alpha0 = 100 a0: -0.02620 Eh; -0.5645; 3.69e-07; 0.940
  alpha0 = 200 a0: -0.01645 Eh; -0.5624; 5.50e-13; 0.965
  alpha0 = 400 a0: -0.01034 Eh; -0.5612; 4.48e-12; 0.980
Even-odd gap, alpha0 = 5 a0: 57.214 mEh
Even-odd gap, alpha0 = 20 a0: 2.961 mEh
Even-odd gap, alpha0 = 50 a0: 0.017 mEh
Even-odd gap, alpha0 = 100 a0: 0.000 mEh
Gap at 100 a0, smaller basis = 0.000 mEh
Energy at 400 a0, smaller basis = -0.01033 Eh
Scaled energy extrapolated from 200 and 400 a0 = -0.5592 a.u.
Separate end problem = -0.5596 a.u.; smaller basis = -0.5596 a.u.
```
